Magnetic Anisotropy from Orbital-Moment Anisotropy with Filled Majority Bands, part 2

In a ferromagnet with one magnetic species and full majority d bands, the spin-orbit energy that fixes the easy axis can be read from the orbital moment if spin flips are left out. The Hamiltonian of one electron is

H = h − Δ P↑(n) + ξ L·S,   P↑(n) = ½ + n·S.   (3)

Here h acts on the orbital motion alone, and h and Δ are held frozen when n is turned. L and S are in units of ħ, L± = L_a ± iL_b, S± = S_a ± iS_b, and L_n = L·n. Energies are per atom, in eV and its decimal fractions; k in kT is Boltzmann's constant, μ_B is the Bohr magneton and μ₀ the magnetic constant. The film normal is z, and x lies in the plane.

To second order in ξ, without spin flips,

E(n) = −(ξ/4) ⟨L·n⟩,   (1)

K ≡ E(x) − E(z) = (ξ/4μ_B) [m_orb(z) − m_orb(x)].   (2)

The orbital moment m_orb(n) = μ_B⟨L·n⟩ is positive when parallel to the spin moment. Relation (2) is the moment relation, and K_orb denotes the value of K it gives. Its first error is of fourth order in ξ, where the correction to the moment formula is twice the correction to the energy.

For a perturbation V, with occupied levels o, unoccupied levels u and a gap between them, the second-order energy is

E₂ = −Σ_{o,u} |⟨u|V|o⟩|²/(ε_u − ε_o).   (5)

With Fermi occupations f_i it becomes

E₂ = ½ Σ_{i,j} |V_ij|² (f_i − f_j)/(ε_i − ε_j).   (10)

If the majority band (↑) is open as well as the minority band (↓), the spin-conserving energy is

E(n) = −(ξ/4) [⟨L_n⟩↓ − ⟨L_n⟩↑].   (11)

A trial of this case used the monolayer described below with Δ = 0.40 eV, ξ = 1 meV and spins along z. Formula (11) and diagonalization both gave −922 neV, whereas the total moment gave −313 neV.

## Spin flips and a cobalt-like memory layer

The symbols carried over are these. The spins lie along n, ξ is the spin-orbit constant, Δ the exchange splitting, and ε_i are the minority levels; the majority levels are ε_i − Δ and full. The operator L is in units of ħ, and L₊ = L_a + iL_b with a, b, n right-handed. Without spin flips, E(n) = −(ξ/4)⟨L_n⟩, and K = E(x) − E(z) is positive for a perpendicular easy axis. What was dropped is the part of ξL·S equal to (ξ/2)(L₊S₋ + L₋S₊).

With full majority bands, a spin flip can take an electron from any majority state o to an empty minority state u. The reverse process finds no empty state. Since S₋ turns spin up into spin down with coefficient 1, the matrix element is (ξ/2)⟨u|L₊|o⟩, and the cost of the transition is ε_u − (ε_o − Δ). Second-order theory gives

E_flip(n) = −(ξ²/4) Σ_{o,u} |⟨u|L₊|o⟩|²/(ε_u − ε_o + Δ).   (12)

Here o runs over all orbital levels, including those whose minority partners are empty. Filling the majority bands thus closes one of the two spin-flip channels and leaves the other open.

The dependence on n becomes clear when the square is expanded. With A = ⟨u|L_a|o⟩ and B = ⟨u|L_b|o⟩,

|A + iB|² = |A|² + |B|² − 2 Im(A*B).

Replacing both orbitals by their complex conjugates leaves the energies unchanged and turns A into −A* and B into −B*. The product A*B then becomes AB*, whose imaginary part is opposite, so the last term cancels in the sum. Since |A|² + |B|² is the sum of the squares for all three components of L minus the square for L_n,

E_flip(n) = −(ξ²/4) Σ_{o,u} [Σ_i |⟨u|L_i|o⟩|² − |⟨u|L_n|o⟩|²]/(ε_u − ε_o + Δ).   (13)

The matrix elements of L_n lower the energy in the spin-conserving term and raise it here. The two anisotropies need not oppose each other, however, because the sums contain different pairs of levels with different weights.

A simple limit exists when Δ is much larger than the width of the d band. The denominator may then be replaced by Δ, and the sum over the complete set o of d orbitals can be carried out:

Σ_o |⟨u|L₊|o⟩|² = ⟨u|L₊L₋|u⟩.

The operator product is

L₊L₋ = L_a² + L_b² − i[L_a, L_b] = L² − L_n² + L_n,

because [L_a, L_b] = iL_n. For d orbitals L² = 2·3 = 6, and ⟨L_n⟩ summed over the unperturbed empty states is zero. Therefore

E_flip(n) → −(ξ²/4Δ) Σ_u (6 − ⟨u|L_n²|u⟩).   (14)

With Δ set to 2000 eV in the monolayer described below, the full sum agrees with (14) to within 0.3 per cent of E_flip for both x and z. The corresponding anisotropy is

K_flip → (ξ²/4Δ) Σ_u [⟨L_x²⟩ − ⟨L_z²⟩].   (15)

It measures the shape of the cloud of minority holes. In a layer with sixfold symmetry the averages of L_x² and L_y² are equal, so the average of L_x² is half that of 6 − L_z². A hole with L_z = ±m then contributes 3 − (3/2)m² to the sum: 3 for the z² orbital, 3/2 for xz and yz, and −3 for xy and x²−y². The spin-flip anisotropy falls only as 1/Δ, and it vanishes in this limit if the five orbitals share the holes equally.

Both second-order terms are quadratic in the components of n. Sixfold symmetry about z leaves one coefficient for the plane and one for the normal. If θ is the angle between n and z, then

E(θ) = E(z) cos²θ + E(x) sin²θ = E(z) + K sin²θ.   (16)

At θ = 35° and ξ = 1 meV, diagonalization without spin flips gives [E(θ) − E(z)]/K = 0.32899, and sin²35° is 0.32899.

The example is a triangular monolayer of d orbitals, with round parameters in the rough regime of a cobalt-like free layer of a magnetic memory cell. The atomic spacing is 0.25 nm, which gives an area of 0.0541 nm² per atom. Each atom has eight d electrons, ξ is 70 meV, Δ is 1.8 eV, and the electrons are at 300 K. The minority Hamiltonian at wave vector k is

h(k) = U |z²⟩⟨z²| + 2 Σ_b T_b cos(k·b),   (17)

where b runs over the three bond directions. The hopping matrix T_b is −0.40, 0.20 and −0.03 eV for orbitals whose angular momentum along the bond is 0, ±1 and ±2, the σ, π and δ bonds. With A_b the square of L along the bond, whose eigenvalues are 0, 1 and 4, the three projectors are (A_b − 1)(A_b − 4)/4, −A_b(A_b − 4)/3 and A_b(A_b − 1)/12.

The energy U shifts the z² orbital, which points at a neighbouring barrier. It is a crude stand-in for the bond to an oxide, and its main value here is 0.40 eV. The minority band then extends from −1.14 to 1.12 eV, and the Fermi level lies at 0.29 eV. The top of the majority band is at 1.12 − 1.80 = −0.68 eV, which is 0.97 eV below the Fermi level. Compared with kT = 26 meV, the majority band is full, and the minority band holds three electrons.

At ξ = 1 meV and without spin flips, the difference of free energies gives K = −674.345 neV, and the orbital moments give the same value to that precision. With spin flips restored, diagonalization gives K/ξ² = −0.60326 eV⁻¹, after averaging over the two signs of ξ to remove odd orders. The sums over levels, with thermal occupations, give the same number. These comparisons test the energy formula and the spin-flip term separately.

At the full ξ of 70 meV, the Hamiltonian with all spin-orbit terms gives orbital moments of 0.2267 μ_B for magnetization along z and 0.4113 μ_B along x. Since ξ/4 = 17.5 meV, the moment relation gives

K_orb = 17.5 meV × (0.2267 − 0.4113) = −3.23 meV per atom.

The energy difference of the same Hamiltonian is K = −2.87 meV per atom, or −8.5 mJ/m². Both signs say that the model layer is magnetized in its plane. The moment relation overestimates the magnitude by 0.36 meV, which is 13 per cent of the true model value.

The second-order sums show where the error comes from. The spin-conserving part is −3.30 meV and the spin-flip part is +0.35 meV, together −2.96 meV. The remaining 0.09 meV between this and −2.87 meV is the effect of higher orders in ξ. The large-exchange formula (15) gives 0.22 meV for the spin-flip part, the right sign but about a third too small. Its assumption is poorly met: the exchange splitting of 1.80 eV is not much larger than the width of the d band but smaller, since that width is 1.12 + 1.14 = 2.26 eV.

Higher orders can also be examined without spin flips. The second-order value is −3.304 meV, the full free-energy difference is −3.291 meV, and the value from the moments is −3.275 meV. The corrections are 0.013 and 0.030 meV. Their ratio is 2.3, near the factor of 2 derived for the fourth-order term; sixth and higher orders can account for the rest. For this layer, then, spin flips are the main limitation of the moment relation, and the size of ξ is a minor one.

The z² shift was next varied with hopping, filling, exchange, ξ and temperature held fixed. The majority band stays at least 0.79 eV below the Fermi level throughout.

U = −0.40 eV:  K = −0.49 meV,  K_orb = −0.24 meV
U = 0.00 eV:  K = −1.94 meV,  K_orb = −2.04 meV
U = 0.40 eV:  K = −2.87 meV,  K_orb = −3.23 meV
U = 0.80 eV:  K = −3.48 meV,  K_orb = −3.93 meV

For the last three cases the moment relation is good to between 5 and 13 per cent of K. For the first it gives half the true value. There the two orbital moments, 0.283 and 0.296 μ_B, nearly coincide, so the spin-conserving anisotropy is a small difference of large terms. The omitted energies do not have to cancel at the same place. A nearly isotropic orbital moment is therefore no evidence of a vanishing anisotropy, and near such a point even the sign from the moments is unsafe.

The difference K − K_orb runs from −0.25 meV at the lowest U to +0.45 meV at the highest. The scan does not show the cause of this change, since the hole shapes and the spin-flip energies were not resolved for each U. Between the same two ends of the scan, the moment along x grows from 0.296 to 0.437 μ_B, while that along z falls from 0.283 to 0.212 μ_B.

Several effects outside the electronic ground state of the model can be sized. The first is the magnetic dipole interaction. For equal moments m at separations r, the energy per atom is

E_dip(n) = (μ₀m²/8π) Σ_r [1 − 3(n·r̂)²]/r³.

For n along z, n·r̂ is zero. For n in the plane, the average of (n·r̂)² over the triangular lattice is ½, and the bracket becomes −½. Hence

K_dip = −(3/2)(μ₀m²/8π) Σ_r 1/r³.   (18)

With m = 2.23 μ_B for both directions, this is −0.14 meV per atom, or −0.42 mJ/m²; using the larger in-plane moment of 2.41 μ_B for n along x would shift it to −0.15 meV. It also favours the plane and brings the total to −3.01 meV. Dipoles have no part in the moment relation, so a measured anisotropy must be freed of K_dip before it is compared with orbital moments.

The second effect is electronic temperature. Raising it from 300 to 600 K, with the spins still aligned, changes K from −2.87 to −2.59 meV, a reduction of 10 per cent.

The third is thermal disorder of the spins. Suppose that each atom contributes K sin²θ and that its spin fluctuates independently, at an angle γ to the mean direction, with probability proportional to exp(β cos γ). Apart from a constant, sin²θ is −(2/3)P₂(cos θ), where P₂(c) = (3c² − 1)/2. Averaging over the azimuth around the mean direction multiplies P₂ of the mean direction by ⟨P₂(cos γ)⟩, so K is reduced by that factor. Let M = ⟨cos γ⟩ = coth β − 1/β be the reduced magnetization. One integration by parts gives ⟨cos²γ⟩ = 1 − 2M/β, and therefore

⟨P₂(cos γ)⟩ = 1 − 3M/β.

For a chosen M = 0.9, β is very nearly 10 and the factor is 1 − 0.27 = 0.73. The main value would fall to 0.73 × (−2.87) = −2.10 meV. In this estimate a tenth of the magnetization costs about a quarter of the anisotropy. To first order in ξ, the orbital moment of each atom is linear in the components of its spin direction. Under the same fluctuations the difference of the measured moments therefore falls only by the factor M = 0.9. The two sides of (2) then no longer match, so the moment relation should be applied to data taken well below the ordering temperature.

The model differs from a working cell in ways that matter. Perpendicular memory layers of cobalt-iron alloys on magnesium oxide have a positive interface anisotropy of roughly 1 mJ/m², whereas the model gives −8.5 mJ/m²: the opposite sign and several times the magnitude. Its orbital moments are also large beside the rough 0.15 μ_B of bulk cobalt. A single d-band layer has no s electrons, no second metal layer and no explicit oxygen orbitals, and it omits orbital polarization by the electron interaction. The numbers therefore show how well moments and energies correspond within one Hamiltonian, and they do not predict a film. The z² shift alone did not produce a perpendicular axis at any of the four values tried, but K rises steeply towards zero at the lowest of them. It changes sign between U = −0.45 and −0.50 eV and reaches about +1.5 meV at U = −0.80 eV. The sign of K in the model is thus set by the choice of U, and the model does not say which U corresponds to a given oxide.

Of the assumptions behind the relation itself, real layers violate the neglect of spin flips, which to second order in ξ moved K by 0.35 meV in the main case. Layers next to a heavy metal such as platinum violate two more. There is a second species with its own, larger ξ, and its d bands are open in both spin channels. In the trial with an open majority band the total moment gave a third of the spin-conserving energy for spins along z, and for the anisotropy it gives −408 neV against the true −274 neV. The error can thus be large and of either sense, though the trial is no estimate for platinum.

In the model layers with U from 0 to 0.80 eV, which have one magnetic species, full majority bands and eight d electrons per atom, the slope ξ/4 thus gave K to within 13 per cent. This figure is not a general bound, even when the orbital moments differ clearly between the two directions: the error is 23 per cent at U = −0.80 eV, where they differ by 0.11 μ_B, and 37 per cent at U = 0.40 eV with 7.5 d electrons, where they differ by 0.15 μ_B. When the moments differ by only a few per cent, as at U = −0.40 eV, the spin-flip energy has to be calculated as well. The complete values for the main case and the four-point scan are in the numerical output.

Values computed for the example and the checks

```
atom spacing 0.25 nm, area per atom 0.05413 nm2
hopping sigma, pi, delta: -0.40, 0.20, -0.03 eV
exchange splitting 1.80 eV, xi 70.0 meV
d electrons: total 8, minority 3 per atom
temperature 300 K, kT 25.85 meV
main case z2 shift 0.40 eV, mesh 96 x 96
minority band range -1.138 to 1.123 eV
Fermi level 0.290 eV, height above majority top 0.968 eV
TESTS AT SMALL xi
xi for these tests 1.0 meV
K without flips, from free energies -674.3452 neV
K without flips, from orbital moments -674.3448 neV
[E(35 deg)-E(0)]/K 0.32899, sin^2 0.32899
K/xi^2, full diagonalization -0.60326 1/eV
K/xi^2, second-order sums -0.60326 1/eV
open majority band, exchange 0.40 eV, M along z:
  <L> minority 2.4692e-3, majority -1.2171e-3 hbar
  energy -921.565 neV
  from difference -921.565 neV
  from total moment -313.037 neV
MAIN CASE, FULL xi
orbital moment, M along z 0.22673, along x 0.41129 mu_B
xi/4 17.50 meV per mu_B
K from orbital moments -3.2298 meV = -9.560 mJ/m2
K full diagonalization -2.8706 meV = -8.497 mJ/m2
K second order, spin-conserving -3.3043 meV
K second order, spin-flip 0.3483 meV
K spin-flip, large-exchange formula 0.2235 meV
K no flips, all orders in xi -3.2912 meV
  same, from its orbital moments -3.2747 meV
SCAN: z2 shift eV | L_z, L_x mu_B | K full, K orbital meV | gap eV
  -0.40 | 0.28297 0.29647 |  -0.4856  -0.2362 | 0.797
   0.00 | 0.24482 0.36158 |  -1.9420  -2.0434 | 0.904
   0.40 | 0.22673 0.41129 |  -2.8706  -3.2298 | 0.968
   0.80 | 0.21214 0.43669 |  -3.4823  -3.9296 | 0.903
NEGLECTED EFFECTS, MAIN CASE
K full on 144 x 144 mesh -2.8706 meV
K full with electrons at 600 K -2.5885 meV
total moment used for dipoles 2.2267 mu_B
dipolar K -0.1410 meV = -0.417 mJ/m2
K full plus dipolar -3.0116 meV
spin disorder: magnetization 0.90, K factor 0.7300
```
